# Voltage Attenuation along a Resistive Memory Line with Uniform Cell Leakage

## Definitions and conventions

A memory line is a metal conductor with nodes numbered \(n=0,1,2,\dots\). Neighbouring nodes are joined by a segment of resistance \(r\). At every node with \(n\ge 1\) a memory cell of resistance \(R\) leads from the line to a return electrode. Node 0 is the driven end, is held at the steady voltage \(V_0\), and carries no cell.

The following is assumed throughout, unless a passage says otherwise.

- All return electrodes are at the same potential, which is taken as zero.
- The cells are ohmic: the current through cell \(n\) is \(V_n/R\), with the same \(R\) for all cells.
- The voltages are steady, so no current charges any capacitance.

Current is counted positive when it flows away from the driver. The current in the segment that ends at node \(n\) is

\[
I_n=\frac{V_{n-1}-V_n}{r}.
\]

Lengths along the line are counted in cells; multiplication by the cell pitch \(p\) gives metres. The attenuation length \(L\) is the number of cells over which the voltage of an endless line falls by the factor \(e\). The result to be derived is

\[
V_n=V_0e^{-n/L},\qquad
L=\frac{1}{2\,\mathrm{arcsinh}\!\left(\tfrac12\sqrt{r/R}\right)}\;\longrightarrow\;\sqrt{\frac{R}{r}}\quad (R\gg r).
\]

The square root is thus the limit for cells much more resistive than a segment, and the pure exponential belongs to a line much longer than \(L\). Both restrictions are made quantitative below.

## First derivation: the node equation

**The recurrence.** Charge does not accumulate at a node, so the current arriving at node \(n\) equals the current passed on plus the current lost through the cell:

\[
\frac{V_{n-1}-V_n}{r}=\frac{V_n-V_{n+1}}{r}+\frac{V_n}{R}.
\]

Multiplying by \(r\) and collecting the line voltages on the left gives

\[
V_{n+1}-2V_n+V_{n-1}=\frac{r}{R}V_n. \tag{1}
\]

**Its solutions.** The coefficients do not depend on \(n\), which suggests the trial form \(V_n=q^n\). Inserting it and dividing by \(q^n\) yields

\[
q+\frac1q=2+\frac rR. \tag{2}
\]

If \(q\) is a root, so is \(1/q\). The right side exceeds 2, so the roots are real, positive and different from 1. They can be written \(q=e^{-k}\) and \(q=e^{k}\) with \(k>0\). Then

\[
\frac rR=e^{k}+e^{-k}-2=\left(e^{k/2}-e^{-k/2}\right)^2=4\sinh^2\frac k2,
\]

and therefore

\[
k=2\,\mathrm{arcsinh}\!\left(\frac12\sqrt{\frac rR}\right). \tag{3}
\]

Equation (1) determines every voltage once two neighbouring ones are given, so its general solution has two free constants:

\[
V_n=Ae^{-kn}+Be^{kn}.
\]

On an endless line the voltage must stay bounded, which requires \(B=0\). The condition at the driver gives \(A=V_0\). Hence \(V_n=V_0e^{-kn}\) and \(L=1/k\).

**The square root.** Let \(s=\sqrt{r/R}\). For small \(x\), \(\mathrm{arcsinh}\,x=x-x^3/6+\dots\), so with \(x=s/2\)

\[
k=2\left(\frac s2-\frac{s^3}{48}+\dots\right)=s\left(1-\frac{s^2}{24}+\dots\right),
\]

\[
L=\frac1k=\sqrt{\frac Rr}\left(1+\frac{r}{24R}+\dots\right). \tag{4}
\]

Since \(\mathrm{arcsinh}\,x<x\) for \(x>0\), the true length is larger than the square root for any positive ratio. The relative difference is still only about 4 % at \(R=r\), but it becomes large for \(R\ll r\). Solving the node equations numerically on long lines, without the trial form, gives \(L=1.039\) for \(R/r=1\), where the square root is 1, and \(L=10.004\) for \(R/r=100\), where it is 10.

The same limit can be seen in a continuum picture. If \(V\) changes little from cell to cell, \(n\) may be treated as a continuous variable and a Taylor expansion gives

\[
V_{n+1}-2V_n+V_{n-1}=V''+\frac{1}{12}V''''+\dots
\]

Keeping the first term turns (1) into \(V''=(r/R)V\), whose decaying solution is \(e^{-n\sqrt{r/R}}\). The neglected term is about \(r/(12R)\) times the first, since two further derivatives multiply the solution by \(r/R\).

**A line with an open end.** A real line stops at some cell \(N\). The last node passes no current on, so its balance is \((V_{N-1}-V_N)/r=V_N/R\). This is equation (1) at \(n=N\) with a fictitious extra node obeying \(V_{N+1}=V_N\). The combination of \(e^{kn}\) and \(e^{-kn}\) that has equal values at \(N\) and \(N+1\) is symmetric about \(N+\tfrac12\). Scaled to \(V_0\) at the driver, it is

\[
V_n=V_0\frac{\cosh[k(N+\frac12-n)]}{\cosh[k(N+\frac12)]}. \tag{5}
\]

To compare this with the pure exponential, write each hyperbolic cosine as a sum of exponentials and take out the larger one:

\[
\frac{V_n}{V_0e^{-kn}}=\frac{1+e^{-k(2N+1-2n)}}{1+e^{-k(2N+1)}}. \tag{6}
\]

The ratio is close to 1 if the line is long and the point lies more than a few \(L\) from the end. At the last cell of a long line it tends to \(1+e^{-k}\), nearly 2 when \(R\gg r\). No current can continue past the open end, so the voltage profile flattens there.

**A short line.** If \(N\ll L\) and \(R\gg r\), both arguments in (5) at \(n=N\) are small. With \(\cosh x\simeq1+x^2/2\),

\[
1-\frac{V_N}{V_0}\simeq\frac{k^2}{2}\left[\left(N+\tfrac12\right)^2-\tfrac14\right]
\simeq\frac{N(N+1)}{2}\frac rR. \tag{7}
\]

This has a direct reading. Each cell draws about \(V_0/R\), and the current of cell \(n\) crosses \(n\) segments. The total drop is \((rV_0/R)(1+2+\dots+N)\). For \(1\ll N\ll L\) the drop at the end therefore grows as the square of the length.

## Second derivation: an endless line contains itself

**The input resistance.** Let \(Z=V_0/I_1\) be the resistance seen by the driver of an endless line. Behind the first segment lie the first cell and, in parallel with it, another endless line of the same kind. Hence

\[
Z=r+\frac{RZ}{R+Z}. \tag{8}
\]

This presumes that \(Z\) exists. To show it, let \(Z_N\) be the input resistance of an open line with \(N\) cells. Then \(Z_1=r+R\), and placing one more section in front gives

\[
Z_{N+1}=f(Z_N),\qquad f(z)=r+\frac{Rz}{R+z}.
\]

The function \(f\) increases with \(z\) and stays below \(r+R\). Thus \(Z_2<Z_1\), and applying \(f\) to both sides repeatedly gives \(Z_{N+1}<Z_N\) for all \(N\). The sequence decreases but cannot fall below \(r\), so it converges. Its limit satisfies (8).

Multiplying (8) by \(R+Z\) gives \(RZ+Z^2=rR+rZ+RZ\), or

\[
Z^2-rZ-rR=0,\qquad Z=\frac r2+\sqrt{rR+\frac{r^2}{4}}. \tag{9}
\]

The other root is negative and cannot be the limit of positive resistances.

**The attenuation.** The first segment carries \(I_1=V_0/Z\) and drops the voltage \(rI_1\). Therefore

\[
\frac{V_1}{V_0}=1-\frac rZ\equiv q. \tag{10}
\]

Seen from node 1, the remaining line is again endless and has the same \(Z\). The same fraction survives the next segment, and so on: \(V_n=q^nV_0\). Equation (9) gives \(Z>r\), so \(0<q<1\), and the decay is exponential.

It remains to show that this \(q\) is the earlier one. Insert \(Z=r/(1-q)\) into the quadratic equation, divide by \(r\) and multiply by \((1-q)^2\):

\[
r-r(1-q)-R(1-q)^2=0
\quad\Longrightarrow\quad
\frac{(1-q)^2}{q}=\frac rR.
\]

The left side equals \(q+1/q-2\), so this is equation (2). With \(0<q<1\) it gives \(q=e^{-k}\), with \(k\) from (3).

**What sets the length.** For \(R\gg r\), \(Z\simeq\sqrt{rR}\), and each segment removes the small fraction \(r/Z\simeq\sqrt{r/R}\) of the voltage. In terms of \(L\simeq\sqrt{R/r}\),

\[
Z\simeq rL\simeq\frac RL .
\]

The attenuation length is thus the length at which the resistance of the segments in series equals that of the cells in parallel. Power is shared in a related way. The drop across the segment before node \(n\) is \(V_n(e^k-1)\), so its power relative to that of cell \(n\) is

\[
\frac{(e^k-1)^2V_n^2/r}{V_n^2/R}=\frac Rr(e^k-1)^2=e^k,
\]

because \(r/R=e^{-k}(e^k-1)^2\). For \(R\gg r\) an endless line loses slightly more than half of its input power in the metal.

## What each derivation assumes

Both derivations need linear, identical cells, identical segments and a common return potential. They differ in how they use the rest of the line.

The first is local. Equation (1) holds at an inner node whatever lies at the ends, and the length of the line enters afterwards as a boundary condition. This is why it also yields the open line. The endless line needs the additional requirement of boundedness to reject the growing solution.

The second is global. It uses the endless repetition from the start, and the growing solution does not appear because resistances are positive. It gives the load on the driver directly. It also shows how a finite line can have a purely exponential profile: if a resistor of value \(Z\) to ground is attached at the last node, in parallel with its cell, it replaces the missing part of the endless line. An open line lacks this replacement and follows (5).

The difference matters for alternating voltages. A cell with capacitance \(C\) at angular frequency \(\omega\) has admittance \(Y=1/R+i\omega C\), which replaces \(1/R\) in (1). The roots are still reciprocal, and neither has modulus 1: that would make \(q+1/q-2\) real and not positive, while \(rY\) has a positive real part. One solution therefore decays, with \(k=2\,\mathrm{arcsinh}(\tfrac12\sqrt{rY})\) and amplitude length \(1/\mathrm{Re}\,k\). The convergence argument of the second derivation relied on ordering real numbers and does not carry over as it stands.

If charging dominates and \(\omega rC\ll1\), then \(k\simeq\sqrt{i\omega rC}\). Since \(\sqrt i=(1+i)/\sqrt2\),

\[
\frac1{\mathrm{Re}\,k}\simeq\sqrt{\frac{2}{\omega rC}}. \tag{11}
\]

## A row of filamentary hafnia cells

Consider a tungsten row line serving 256 filamentary hafnia cells, all in the low-resistance state and read in parallel at \(V_0=100\) mV. All columns are grounded, and selectors block the other rows; the resistance of the conducting selectors in the row being read is neglected. This presumes access transistors, since a two-terminal threshold selector would not conduct at 100 mV. A selector resistance adds to \(R\): 10 kΩ would raise the last node's voltage by about 16 % and the voltage across the last cell by about 3 %. The parameters are rough: resistivity \(\rho=20\) µΩ cm, width \(w\) and thickness \(t\) of 50 nm, pitch 100 nm and \(R=80\) kΩ. The segment resistance is

\[
r=\frac{\rho p}{wt}=\frac{(2.0\times10^{-7}\,\Omega\,\mathrm m)(1.0\times10^{-7}\,\mathrm m)}{2.5\times10^{-15}\,\mathrm m^2}=8.0\ \Omega .
\]

Hence \(L\simeq\sqrt{80000/8}=100\) cells, or 10 µm. The correction in (4) is negligible here.

The line is about 2.6 attenuation lengths long. At cell 100 its voltage is 38.2 mV, against 36.8 mV for the pure exponential. At cell 256 it is 15.3 mV against 7.7 mV, a ratio of 1.98, as (6) requires. The exponential law is a good description of the first part of this line and a poor one of its end.

If the last cell is to keep 90 % of \(V_0\), equation (5) requires \(\cosh[k(N+\frac12)]\le\cosh(k/2)/0.9\simeq1.111\), so \(k(N+\frac12)\le0.467\). The longest such line has 46 cells, less than half of \(L\).

The input resistance is 814 Ω, slightly above the 804 Ω of an endless line. The input current is \(0.100\,\mathrm V/814\,\Omega=123\) µA, which corresponds to 4.9 MA/cm² in the metal. In the linear model a tenfold drive would raise this density tenfold. Whether the metal endures it for long is not examined here.

**Effects left out.** Each is sized separately with the other parameters held fixed; percentages refer to the last node's voltage in the ideal model.

- A driver resistance of 100 Ω lowers all node voltages by the factor \(814/(814+100)\), a loss of 11 %. It does not change \(L\).
- Warming the line by 60 K, with a rough temperature coefficient of 0.2 %/K and fixed \(R\), shortens \(L\) to 94 cells and lowers the last voltage by 14 %. The coefficient is uncertain: if the excess over the bulk resistivity of tungsten does not depend on temperature (Matthiessen's rule), it is about 0.12 %/K and the loss is about 8.5 %. Fixed \(R\) is also an idealization for an 80 kΩ state, which lies about six times above \(h/2e^2\); at 0.2 %/K a change of \(R\) by ±10 % moves the loss between about 2 % and 26 %.
- If the array has 256 rows and the column segments also have 8 Ω each, the row farthest from the column grounds has \(256\times8=2048\) Ω of column metal in series with each cell. The last node rises by 3.2 %, but part of its voltage now falls along the column.
- A cell current \((V_s/R)\sinh(V/V_s)\) with \(V_s=0.3\) V lowers the last voltage by 0.3 %.
- A random spread of 0.3 in \(\ln R\), at fixed mean conductance, gives a standard deviation of about 3 %.

Self-heating at the entrance is about 1 K for a single row buried 500 nm above a heat sink in oxide. This estimate omits heating by neighbouring rows and the local temperature of the filaments.

Charging is also fast. With \(V_0\) held fixed after a step, deviations from the steady profile obey

\[
C\frac{dv_n}{dt}=\frac{v_{n+1}-2v_n+v_{n-1}}{r}-\frac{v_n}{R},\qquad v_0=0,\quad v_{N+1}=v_N .
\]

The shapes \(\sin n\theta\) satisfy the first condition. The second requires \(\cos[(N+\frac12)\theta]=0\), with smallest solution \(\theta=\pi/(2N+1)\). Since the second difference of \(\sin n\theta\) is \(-4\sin^2(\theta/2)\sin n\theta\), the slowest decay rate is

\[
\frac1\tau=\frac1C\left[\frac1R+\frac4r\sin^2\frac{\pi}{4N+2}\right].
\]

For \(C=0.086\) fF per cell, estimated from a 10 nm film of permittivity 30 plus the wire, \(\tau=5.0\) ps with all cells in the low state; with all cells at \(10R\) it is about 15 ps, and about 25 ps if the driver also has 1 kΩ. A nanosecond read is therefore steady as far as the line itself is concerned.

**Stored data.** Stored data break the assumption of identical cells. If a random half of the cells has resistance \(10R\), the mean conductance is \(0.55/R\). A uniform line with that conductance has \(L=135\) cells and 29.2 mV at its end. The average over 400 random patterns is 29.3 mV, so the mean conductance describes the average well in this case. It does not describe every pattern: the current of cell \(n\) crosses \(n\) segments, so conducting cells near the far end lower the voltage of the last node more than the same cells near the driver.

**Relation to real arrays.** Low-resistance states of filamentary hafnia cells lie roughly between a few kΩ and 100 kΩ, so the chosen 80 kΩ is towards the favourable end. At 10 kΩ, with the same line, \(L\) would be \(\sqrt{1250}\simeq35\) cells. Among the effects sized above for low-state cells of 80 kΩ, the data pattern moves the last voltage most: a random half of the cells at \(10R\) nearly doubles the last voltage relative to the all-low case. The same half placed as one block raises it by a factor between 1.5 (low cells at the far end) and 2.8 (low cells near the driver), and an all-high row raises it by a factor of about 4.9.

## Ferroelectric capacitors on the same line

A ferroelectric hafnia capacitor leaks far less. Take a cell area \(A=2.5\times10^{-11}\) cm² and a rough leakage density of \(10^{-3}\) A/cm² at 2 V. Then

\[
R=\frac{2\,\mathrm V}{(10^{-3}\,\mathrm{A/cm^2})(2.5\times10^{-11}\,\mathrm{cm^2})}=8\times10^{13}\ \Omega,
\]

and \(L=3.2\times10^6\) cells, or 0.32 m. Leakage in real films varies by orders of magnitude with field, thickness and wear, but \(L\) depends on its inverse square root. A millionfold increase would still leave about 3000 cells. Static leakage attenuation is therefore negligible for a line of a few hundred such cells.

At high frequency the charging current sets a much shorter length. It exceeds leakage above the frequency \(1/(2\pi RC)\), about 23 Hz for these numbers. At 1 GHz, equation (11) gives an amplitude length of 679 cells without polarization switching.

Switching adds charge. With a remanent polarization \(P_r=20\) µC/cm², reversal supplies \(2P_rA\) over a swing from \(-2\) V to \(+2\) V, which amounts to an effective capacitance of 0.25 fF. The length then falls to 344 cells. This figure is an estimate of size: it treats switching as linear and assumes that the polarization follows the voltage completely in every cycle, which a real film need not do at 1 GHz. It also omits hysteresis loss, which acts the other way: an admittance taken from the first harmonic of a square loop at 2 V amplitude, with a coercive voltage of 1 to 1.5 V, gives about 250 to 270 cells.

Both lengths refer to an endless line. The square root of cell-to-segment resistance thus governs the steady voltage in both technologies, but for these capacitors it does not limit the array at high frequency.

## Computed results

```
Decay length in cells, from solved node voltages:
  R/r =       1: L = 1.03904, sqrt(R/r) = 1.00000
  R/r =      10: L = 3.17536, sqrt(R/r) = 3.16228
  R/r =     100: L = 10.00416, sqrt(R/r) = 10.00000
  R/r =   10000: L = 100.00042, sqrt(R/r) = 100.00000
Line resistivity = 20 uohm cm
Line width, thickness, pitch = 50, 50, 100 nm
Segment resistance r = 8.000 ohm
Cell resistance R = 80 kohm; cells N = 256
sqrt(R/r) = 100.0000 cells; exact L = 100.0004 cells
Attenuation length = 10.000 um
Read voltage V0 = 100 mV
  cell 50: open line 61.27 mV, pure exponential 60.65 mV
  cell 100: open line 38.17 mV, pure exponential 36.79 mV
  cell 200: open line 17.80 mV, pure exponential 13.53 mV
  cell 256: open line 15.29 mV, pure exponential 7.73 mV
Last cell over pure exponential = 1.9783
End drop for 10 cells: solved 0.5475 %, short-line law 0.5500 %
Longest line with 90 % at last cell = 46 cells
Input resistance: endless 804.01 ohm, sqrt(rR) 800.00 ohm, N cells 813.63 ohm
Segment power / cell power, endless line = 1.01005
Input current = 122.91 uA; current density = 4.92 MA/cm2
Neglected effects (change of last-cell voltage):
  driver of 100 ohm: -10.95 %
  column resistance 2048 ohm, farthest row: +3.23 %
  sinh conduction, scale 0.3 V: -0.27 %
  cell spread 0.3 in ln R: standard deviation 2.90 %
  line warmer by 60 K at 0.2 %/K: -13.76 %; L = 94.49 cells
Self-heating at entrance = 1.02 K (oxide 1.4 W/(m K), depth 500 nm)
Half the cells at 10 R: mean last-cell voltage 29.33 mV
  mean-conductance line: 29.20 mV, L = 134.84 cells
Capacitance per cell = 0.0864 fF (film 10 nm, permittivity 30, wire 0.02 fF)
Slowest settling time = 5.03 ps
Ferroelectric capacitor at 2 V, leakage 1e-03 A/cm2: R = 8.00e+13 ohm
  static leakage length = 3.162e+06 cells = 0.316 m
  remanent polarization 20 uC/cm2: effective switching capacitance 0.250 fF
  amplitude length at 1 GHz without switching = 678.6 cells
  amplitude length at 1 GHz with switching = 343.9 cells
```
